# Why the Auger parameter ignores uniform charging and measures relaxation

A calculation of the silicon core spectrum of a low-k film has to settle early which energy will be compared with the measurement. One choice is the Si 2p binding energy. It needs one core-hole state per silicon site, but also an absolute energy reference, and an insulating film that charges under the beam does not supply one. The other choice is the Auger parameter. It needs two more states, with a 1s hole and with two 2p holes, and it needs no reference at all. The extra work pays only if the combination really discards the charging and if what remains has a clear meaning. Both points follow from counting charges and from a model with one coordinate.

## Charging and the count of holes

Let $E_0$ be the energy of the neutral system, $E_i$ its energy with a hole in core level $i$, and $E_{jj}$ its energy with two holes in level $j$ of the same atom. The nuclei stay fixed. The removal energies are

$$B_i=E_i-E_0,\qquad B_{jj}=E_{jj}-E_0 .$$

In the silicon KLL process used here, $i$ is 1s and $j$ is 2p. The 1s hole is filled and a second electron leaves with kinetic energy

$$K=E_i-E_{jj}=B_i-B_{jj}.$$

The modified Auger parameter adds the binding energy of the 2p photoline:

$$\alpha'=K+B_j=B_i+B_j-B_{jj}. \tag{1}$$

Since the photoelectron has kinetic energy $K_{\rm ph}=h\nu-B_j$, this is also $\alpha'=K-K_{\rm ph}+h\nu$, the distance between two lines in one spectrum plus a known photon energy. A common error in the zero of kinetic energy drops out of that difference.

Now raise the electrostatic potential of the whole emitting region by $\phi$, measured from the space outside where the electrons are detected. In atomic units a state of net charge $Q$ gains the energy $\phi Q$. A constant potential exerts no force, so the wavefunctions do not change. The neutral state gains nothing, a one-hole state gains $\phi$ and the two-hole state gains $2\phi$. Therefore

$$B_i\to B_i+\phi,\quad B_j\to B_j+\phi,\quad B_{jj}\to B_{jj}+2\phi,$$

$$\alpha'\to\alpha'+\phi+\phi-2\phi=\alpha'. \tag{2}$$

Seen from the detector, both electrons climb out of the same potential and both lines move down by $\phi$. The argument uses no property of the chemical bond. It does require that both lines come from places at the same potential and that this potential is the same while each line is recorded.

## A model of the surroundings

A change of chemical environment differs from charging because the surroundings respond to the hole. Let one coordinate $x$ describe their electronic polarization, with $x=0$ in the neutral state. Let $V$ be the part of the removal energy set by the potential at the site before any response, $g$ the coupling of a hole to the polarization, and $\chi$ the polarizability. With $q$ holes on the atom, the environment-dependent energy is

$$E(q,x)=qV-qgx+\frac{x^2}{2\chi}. \tag{3}$$

The first term is linear in $q$ because each hole feels the same existing potential. Setting the derivative with respect to $x$ to zero gives $-qg+x/\chi=0$, so $x=\chi gq$. Inserting this,

$$E(q)=qV-\chi g^2q^2+\tfrac12\chi g^2q^2=qV-Rq^2,\qquad R=\tfrac12\chi g^2. \tag{4}$$

$R$ is the relaxation energy of a single hole, counted positive. Two holes polarize the surroundings twice as much, and each of them sits in that doubled polarization, so the gain is $4R$. Many independent polarization modes add their separate values of $\chi g^2/2$ and leave the dependence on $q$ unchanged.

Let $\Delta$ denote the change from one environment to another. The energies internal to the core, including the repulsion between the two holes, are taken to be the same in both. Then

$$\Delta B_i=\Delta B_j=\Delta V-\Delta R,\qquad \Delta B_{jj}=2\Delta V-4\Delta R. \tag{5}$$

The Auger line moves by

$$\Delta K=(\Delta V-\Delta R)-(2\Delta V-4\Delta R)=-\Delta V+3\Delta R, \tag{6}$$

and adding $\Delta B_j$ gives

$$\Delta\alpha'=(-\Delta V+3\Delta R)+(\Delta V-\Delta R)=2\Delta R. \tag{7}$$

The potential cancels for the same reason as the charging: it is linear in the number of holes. The relaxation survives because it is quadratic. Its coefficient is $4-1-1=2$.

Equations (5) and (6) can also be solved for the two causes of a shift:

$$\Delta R=\frac{\Delta K+\Delta B_j}{2},\qquad \Delta V=\frac{\Delta K+3\Delta B_j}{2}. \tag{8}$$

Charging leaves the first estimate alone. It changes the second by $(-\phi+3\phi)/2=\phi$, so the initial-state potential of an insulating film still needs an absolute reference.

The place of the two final holes matters too. If they were far apart, in identical surroundings, each would relax its own neighbourhood. The two-hole energy would then change by $2(\Delta V-\Delta R)$, and $\Delta\alpha'$ would vanish. The factor of two therefore belongs to final holes that stay on one atom, as two 2p core holes do here.

## When the levels do not shift equally

A 1s hole and a 2p hole need not feel the same potential or couple equally to the surroundings. Give them separate values $V_i,R_i$ and $V_j,R_j$. Repeating the sum in (1),

$$\begin{aligned}
\Delta\alpha'&=(\Delta V_i-\Delta R_i)+(\Delta V_j-\Delta R_j)-(2\Delta V_j-4\Delta R_j)\\
&=2\Delta R_j+(\Delta V_i-\Delta V_j)+(\Delta R_j-\Delta R_i)\\
&=2\Delta R_j+(\Delta B_i-\Delta B_j).
\end{aligned} \tag{9}$$

The last line uses $\Delta B=\Delta V-\Delta R$ for each level. It shows which equality is wanted: the binding energies, with relaxation included, must shift together. Equal shifts of the unrelaxed orbital energies are not enough if the two relaxation energies change by different amounts. If both photolines can be measured, the correction is available without a calculation, and a uniform charging potential cancels in it as well. A potential that varies with depth need not cancel, because the 1s and 2p photoelectrons have different kinetic energies and so different escape depths.

The response may also depart from linearity. Add a small term $-\gamma x^3$ to (3). To first order in $\gamma$ it is evaluated at the old minimum $x=\chi gq$, because the energy is stationary there. The relaxation energy becomes

$$R(q)=aq^2+cq^3,\qquad a=\tfrac12\chi g^2,\quad c=\gamma\chi^3g^3. \tag{10}$$

Hence $R(1)=a+c$ and $R(2)=4a+8c$. The relaxation part of the Auger parameter is

$$R(2)-2R(1)=2a+6c=2R(1)+4c. \tag{11}$$

A Hartree-Fock calculation of a methane molecule, with a point charge 4 Å from its carbon nucleus on the line that bisects an H–C–H angle, shows that departures from the quadratic law need care even for a remote group. In the cc-pVDZ basis the relaxation energy is 0.051 eV for unit charge and 0.206 eV for charge two, a ratio of 4.02, and the left side of (11) exceeds $2R(1)$ by only 1 percent. That basis lacks the diffuse functions needed to describe the polarization. With them (aug-cc-pVDZ) the energies are 0.074 and 0.311 eV, the ratio is 4.23 and the excess is 11 percent, of which the cubic term supplies about 7. A larger basis on carbon (aug-cc-pVTZ) raises the excess to 17 percent. If the charge is instead placed beyond a hydrogen, on the line of its C–H bond, the excess in aug-cc-pVDZ is 32 percent.

These percentages are not converged, and a complete basis would no longer describe polarization alone. A bare charge is an empty well. If basis functions are placed on it (aug-cc-pVDZ for helium), two electrons move from methane onto the charge of two and the energy gain becomes about 38 eV. For unit charge almost no density moves, but the relaxation energy rises from 0.074 to 0.090 eV. A real ionized atom has electrons of its own there, which this model leaves out. The example shows that the departure can matter, not how large it is in a film. Only while the responding electrons stay on the molecule is the relaxation purely extra-atomic.

## Three silicon environments

In a real bond the division is less clean. The molecules SiF$_4$, Si(OH)$_4$ and Si(CH$_3$)$_4$ have equal numbers of electrons and stand for silicon in fluorinated oxide, in oxide and beside methyl groups. Their ligands are placed tetrahedrally, at 1.56, 1.63 and 1.88 Å from silicon. The O–H and C–H lengths are 0.96 and 1.09 Å, and the Si–O–H and Si–C–H angles are 117° and 111°.

The level of theory is nonrelativistic Hartree-Fock, with an uncontracted cc-pVDZ basis on silicon and 6-31G on the other atoms. Each hole state is relaxed separately, and the double hole empties one 2p orbital. Correlation, spin-orbit coupling, the multiplet structure of the Auger line and the rest of the solid are left out. The absolute energies are therefore not predictions of measured line positions. The ligand basis has no polarization functions. Adding them on fluorine (6-31G*) moves the energy combinations used below by up to about 0.25 eV in SiF$_4$ alone. With 6-31G* on the ligand atoms and a second d function on silicon (exponent 0.8), $\alpha'$ rises by 0.29 eV in SiF$_4$ and falls by 0.02 eV in Si(CH$_3$)$_4$, so the difference between these two molecules shrinks by 0.31 eV. Si(OH)$_4$ was not calculated in this larger basis, and its differences may carry an error of similar size. The differences below therefore illustrate the law at this level of theory. They are not converged values, and corrections of one or two tenths of an eV hold only for this basis.

Hartree-Fock theory gives $V$ and $R$ a definite meaning. Let $\varepsilon_j$ be an orbital energy and $J$ the repulsion between the two electrons in orbital $j$. Write $\varepsilon_j=t_j+J$, where $t_j$ holds the kinetic energy, the attraction to the nuclei and the interaction with all other electrons. With the orbitals frozen, removing one electron costs $-\varepsilon_j$. Removing both costs $-(2t_j+J)=-2\varepsilon_j+J$, since their mutual repulsion is lost once. Relaxation lowers these values:

$$B_j=-\varepsilon_j-R_j,\qquad B_{jj}=-2\varepsilon_j+J-R_{jj}. \tag{12}$$

Thus $\Delta V_j=-\Delta\varepsilon_j$. The results, in eV, are

| | SiF$_4$ | Si(OH)$_4$ | Si(CH$_3$)$_4$ |
|---|---:|---:|---:|
| $B_{1s}$ | 1851.72 | 1847.42 | 1842.39 |
| $B_{2p}$ | 114.57 | 110.37 | 105.81 |
| $B_{2p,2p}$ | 266.84 | 257.09 | 245.30 |
| $R_{1s}$ | 26.05 | 26.85 | 28.48 |
| $R_{2p}$ | 6.61 | 7.35 | 8.68 |
| $\alpha'$ | 1699.46 | 1700.70 | 1702.90 |

For SiF$_4$ the last entry is $1851.72+114.57-266.84=1699.45$ eV, which differs from the table by rounding. The relaxation energy of the 1s hole is three to four times that of the 2p hole, yet the two change by similar amounts along the series. Any part of $R$ that is the atom's own response and is the same in each molecule cancels in $\Delta R$. The cancellation of the atomic response need not be complete, because silicon's own valence electrons also differ between the molecules. "Extra-atomic" is accurate here only to the extent that this atomic difference is small.

From SiF$_4$ to Si(CH$_3$)$_4$ the 2p binding energy falls by 8.76 eV. Of this, 6.69 eV comes from the orbital energy and 2.07 eV from larger relaxation. The Auger parameter rises by 3.44 eV, while $2\Delta R_{2p}$ is 4.14 eV. The simple law is thus too large by 0.70 eV, or 20 percent of the calculated $\Delta\alpha'$. Combining (1) with (12) locates the difference:

$$\Delta\alpha'=2\Delta R_{2p}+(\Delta B_{1s}-\Delta B_{2p})-\Delta J+(\Delta R_{2p,2p}-4\Delta R_{2p}). \tag{13}$$

In numbers,

$$4.14-0.58+0.01-0.13=3.44\ \text{eV}.$$

In this basis the largest correction is the unequal shift: $-9.34$ eV for 1s against $-8.76$ eV for 2p. About 0.22 eV of it is already present in the orbital energies, and 0.36 eV comes from relaxation. The calculation does not isolate the physical cause of either part. The change in core repulsion is negligible on this scale, and the departure from quadratic response is small.

The unequal shift can be removed by using 2p holes throughout. The combination $2B_{2p}-B_{2p,2p}$ changes by 4.01 eV, within about 3 percent of $2\Delta R_{2p}$. In this basis the factor of two is therefore good for this pair once its equal-shift condition is met. The larger basis described above gives the same picture with other numbers: $\Delta\alpha'$ is 3.13 eV, $2\Delta R_{2p}$ is 3.88 eV, the unequal shift is $-0.79$ eV, and the combination of 2p holes changes by 3.92 eV.

From Si(OH)$_4$ to Si(CH$_3$)$_4$, $\Delta\alpha'$ is 2.20 eV and $2\Delta R_{2p}$ is 2.66 eV. From Si(OH)$_4$ to SiF$_4$ they are $-1.24$ and $-1.48$ eV. The sign and order of the relaxation changes are right in all these comparisons, but half of $\Delta\alpha'$ underestimates the size of $\Delta R_{2p}$ by 16 to 17 percent. These values are for a 2p hole along the main symmetry axis of Si(OH)$_4$; for a hole perpendicular to it the range is 15 to 18 percent. The similar percentages are not a rule. From Si(OH)$_4$ to SiF$_4$ the departure from quadratic response gives 0.14 eV in this basis and the unequal shift 0.10 eV, so the balance of corrections differs from that in the first comparison.

## Charging with a real source

The cancellation in (2) can be seen without inserting a constant by hand. Put SiF$_4$ 50 Å above the centre of a square sheet of 25 point charges, each $0.5e$ and 20 Å from its nearest neighbours, and solve all four electronic states again. The potential at silicon is 2.870 V. Both one-hole energies rise by 2.870 eV and the two-hole energy by 5.740 eV. The change in $\alpha'$ is below 0.0001 eV, although the sheet's potential is not perfectly uniform across the molecule.

A film can break the condition more seriously, because the two lines sample different depths. Let the potential fall from the surface as $\phi(z)=\phi_s-\mathcal E z$, and let the detected signal decay as $e^{-z/\lambda}$ in a film much thicker than $\lambda$. The mean emission depth is

$$\frac1\lambda\int_0^\infty z\,e^{-z/\lambda}\,dz=\lambda,$$

so the mean potential is $\phi_s-\mathcal E\lambda$. Each kinetic energy is lowered by its own mean potential, and $\alpha'$ contains the Auger energy minus the photoelectron energy. In eV, with potentials in volts, the error is

$$\delta\alpha'=-(\phi_s-\mathcal E\lambda_A)+(\phi_s-\mathcal E\lambda_P)=\mathcal E(\lambda_A-\lambda_P). \tag{14}$$

Take a 100 nm film with static $k=2.7$ on a grounded substrate, carrying 0.12 µC/cm² at its surface. The field is the surface charge density divided by $\epsilon_0k$, which is 0.50 MV/cm, and the surface potential is 5.0 V. With 3 keV photons the 2p electron leaves with about 1.8 times the kinetic energy of the Auger electron. Rough escape depths are 5.6 and 3.6 nm. Equation (14) gives $0.050\times(3.6-5.6)=-0.10$ eV. The depths are uncertain: the empirical TPP-2M formula for inelastic mean free paths gives about 7.7 and 4.8 nm for a light organosilicate (CH$_3$SiO$_{1.5}$, density 1.3 g/cm³, band gap 8 eV), and the error would then be about $-0.15$ eV. The 5 V common shift has gone, but its gradient has not. A drift of 2 percent in the surface potential between recording the two lines causes an error of similar size, 0.10 eV, with a sign set by the direction of drift and the order of recording.

## The rest of the film

The molecules omit the dielectric beyond the nearest groups. Treat it as a continuum of optical permittivity $\epsilon$ outside a sphere of radius $a$ around the hole. The optical value is used because the nuclei are fixed. The energy of the hole's field outside the sphere is $1/(2a)$ in vacuum and $1/(2\epsilon a)$ in the dielectric, so

$$R_{\rm far}=\frac{1}{2a}\left(1-\frac1\epsilon\right). \tag{15}$$

With $a=3.0$ Å held fixed, lowering $\epsilon$ from 2.1 to 1.9 reduces $R_{\rm far}$ from 1.257 to 1.137 eV and changes $\alpha'$ by $-0.24$ eV. The radius is a rough choice: between 2.5 and 4.0 Å the change runs from $-0.29$ to $-0.18$ eV. In this model, lower density acts against the increase brought by methyl groups. A shift of $\alpha'$ alone cannot separate the two. The continuum is also a poor description when pores are as large as the distances that matter.

A nearby vacuum surface removes some of this screening. For a hole at depth $z$, the polarization charge on a flat surface acts like an image of the same sign, of strength $(\epsilon-1)/[\epsilon(\epsilon+1)]$ at distance $2z$. Half the interaction energy is the cost of polarization, which lowers $R$ by $(\epsilon-1)/[4\epsilon(\epsilon+1)z]$. At 3.6 nm with $\epsilon=1.9$, $\alpha'$ falls by 0.03 eV. The effect grows as $1/z$ towards the surface, so its average over the emission depths is larger: about 0.06 to 0.08 eV for escape depths of 3.6 nm (Auger line) and 5.6 nm (photoline), if the outermost 3 to 5 Å are left out.

These figures are meant for an organosilicate interlayer film with $k$ near 2.7. The assumed field is a tenth of a rough breakdown field of 5 MV/cm. The molecular comparison is more extreme than the material: a silicon atom that keeps three oxygen neighbours has room for only one methyl group. Replacing one OH group of Si(OH)$_4$ by methyl, at the same level of theory and with the same bond lengths, raises $\alpha'$ by 0.6 to 0.7 eV, depending on the direction of the 2p hole. This is somewhat more than a quarter of the 2.20 eV for all four. Against that signal, a 0.10 eV error from the charging gradient is about 14 to 17 percent, and the 0.24 eV change in distant screening is more than a third. Real charge is also spread through the depth of the film, so (14) gives a scale for the error and not a universal correction.

For the original choice of calculation, the three hole states are worth their cost when the reference potential is unknown but common to both lines. The calculated change of $\alpha'$ between two environments should then be compared with the measured change. The absolute values cannot be compared at this level of theory: a scalar relativistic Hamiltonian alone raises $\alpha'$ of SiH$_4$ by 4.3 eV, more than the whole range in the table. Turning the change into a relaxation energy is a further step, and it needs the 1s and 2p shifts to agree or their difference to be included.
